# Bloch-Grüneisen resistivity is nearly linear already at the Debye temperature

An estimate of the resistance of an interconnect line between room temperature and 400 K needs the phonon part of the metal's resistivity. If the Debye temperature $\Theta$ is about 300 K, one must decide whether a law proportional to $T$ is good enough or the full Bloch-Grüneisen integral is needed. The rule "linear resistivity requires $T\gg\Theta$" would forbid the simple law throughout this range. Whether it should be forbidden depends on the size of the error at $T\approx\Theta$.

## The claim and a metal that contradicts it

The claim to be examined is this: the Bloch-Grüneisen resistivity comes close to its high-temperature asymptote only when $T$ is far above $\Theta$. One model metal at $T=\Theta$ is enough to refute it, with "close" meaning within a few percent.

The metal has free electrons of mass $m$ and density $n_e=8\times10^{28}\ \mathrm{m^{-3}}$, one ion per electron, mass density $\rho_m=9000\ \mathrm{kg/m^3}$ and $\Theta=300$ K. These are round parameters, not those of a named material. A single longitudinal phonon branch has $\omega=cq$ up to $q_D=(6\pi^2n_e)^{1/3}=1.68\times10^{10}\ \mathrm{m^{-1}}$, with $\hbar cq_D=k_B\Theta$. Phonons shift the electron energy by $D=6$ eV times the local dilation. A phonon's dilation amplitude is $q$ times its displacement amplitude $\sqrt{\hbar/(2\rho_mV\omega)}$ in a volume $V$, so the squared coupling is

$$|g_q|^2=\frac{D^2\hbar q^2}{2\rho_mV\omega}=\frac{D^2\hbar q}{2\rho_m cV}.$$

Phonons stay in equilibrium, Umklapp is left out, and the current is described by a Fermi distribution displaced rigidly by a drift velocity $\mathbf u$.

### Momentum balance

In a steady state the force per volume $n_eeE$ equals the momentum $F$ passed to the phonons per volume and time. With current density $j=n_eeu$,

$$\rho=\frac Ej=\frac{F}{n_e^2e^2u}.$$

Let $\mathbf k'=\mathbf k-\mathbf q$, and let $n$ be the Bose occupation at $x=\hbar\omega/k_BT$. The golden rule, with a factor 2 for spin, gives the net emission rate

$$W_{\mathbf q}=\frac{4\pi}{\hbar}|g_q|^2\sum_{\mathbf k}\big[f_k(1-f_{k'})(n+1)-f_{k'}(1-f_k)n\big]\,\delta(\varepsilon_k-\varepsilon_{k'}-\hbar\omega).$$

The displaced distribution is $f_k=1/(e^{y_k}+1)$ with $y_k=(\varepsilon_k-\hbar\mathbf k\cdot\mathbf u-\mu)/k_BT$. Since $f/(1-f)=e^{-y}$,

$$\frac{f_{k'}(1-f_k)}{f_k(1-f_{k'})}=e^{y_k-y_{k'}}=e^{x-\eta},\qquad \eta=\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}.$$

Because $ne^x=n+1$, the square bracket equals $f_k(1-f_{k'})(n+1)(1-e^{-\eta})$. To first order in $u$ the last factor is $\eta$, and everything else may be taken at $u=0$.

Two pieces of the remaining sum are needed. The first is the thermal window: the electron starts in an occupied state at $\varepsilon+\hbar\omega$ and ends in an empty state at $\varepsilon$. With $a=e^{(\varepsilon-\mu)/k_BT}$,

$$f_0(\varepsilon)-f_0(\varepsilon+\hbar\omega)=\frac{a(e^x-1)}{(a+1)(ae^x+1)}=(e^x-1)\,f_0(\varepsilon+\hbar\omega)[1-f_0(\varepsilon)].$$

The integral of the left side over $\varepsilon$ is the shift $\hbar\omega$ between two identical steps. Division by $e^x-1$ gives

$$\int f_0(\varepsilon+\hbar\omega)[1-f_0(\varepsilon)]\,d\varepsilon=\hbar\omega\,n.$$

The second piece is the phase space. Take $k_z$ along $\mathbf q$. Then $\varepsilon_k-\varepsilon_{k'}=\hbar^2(2k_zq-q^2)/2m$, so the energy delta function contributes $m/(\hbar^2q)$ on integration over $k_z$. At fixed $k_z$, $k_\perp dk_\perp=(m/\hbar^2)d\varepsilon_k$. Per volume, spin and unit of electron energy this gives

$$\frac{2\pi}{8\pi^3}\,\frac{m}{\hbar^2q}\,\frac{m}{\hbar^2}=\frac{m^2}{4\pi^2\hbar^4q}.$$

The result requires the fixed value $k_z=q/2+mc/\hbar$ to lie inside the Fermi sphere, with room for the thermal window. Here $q_D/2k_F=0.63$, $mc/\hbar$ is about $2\times10^7\ \mathrm{m^{-1}}$ against $k_F=1.33\times10^{10}\ \mathrm{m^{-1}}$, and the Fermi energy is 6.8 eV, so the condition holds.

Multiplying the factors,

$$W_{\mathbf q}=\frac{4\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho_mc}\,\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}\,\hbar cq\,n(n+1)\,\frac{m^2}{4\pi^2\hbar^4q}
=\frac{D^2m^2q\,(\mathbf q\cdot\mathbf u)}{2\pi\rho_m\hbar^2k_BT}\,n(n+1).$$

Each phonon carries momentum $\hbar\mathbf q$. Its component along $\mathbf u$, times $\mathbf q\cdot\mathbf u$, averages to $\hbar q^2u/3$ over directions. Hence

$$F=\int_0^{q_D}\frac{4\pi q^2dq}{8\pi^3}\,\frac{\hbar q^2u}{3}\,\frac{D^2m^2q}{2\pi\rho_m\hbar^2k_BT}\,n(n+1)
=\frac{D^2m^2u}{12\pi^3\rho_m\hbar k_BT}\int_0^{q_D}q^5n(n+1)\,dq.$$

Set $z=\Theta/T$ and $q=q_Dx/z$. The integral becomes $(q_D/z)^6J(z)$, and $1/k_BT=z/k_B\Theta$. Therefore

$$\rho=\frac{C}{z^5}J(z),\qquad J(z)=\int_0^z\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},\qquad C=\frac{D^2m^2q_D^6}{12\pi^3\rho_m\hbar n_e^2e^2k_B\Theta}.$$

This is the Bloch-Grüneisen formula. As a test, the golden-rule friction was also integrated directly at a small finite drift velocity, without the expansion in $\eta$ and with the integrals over electron energy and azimuth done numerically; only the energy delta function was removed analytically, as above. It agrees with the formula at 90, 300 and 600 K to within one part in a million.

### The value at the Debye temperature

For small $x$, $n(n+1)\to1/x^2$. At high temperature, then, $J\to z^4/4$, and the asymptote is a line through the origin:

$$\rho_a=\frac{C}{4z}=\frac{C}{4\Theta}\,T.$$

For the model metal the numerator of $C$ is $1.72\times10^{-35}$ and the denominator $2.40\times10^{-28}$ in SI units, so $C=7.16\times10^{-8}\ \Omega\,$m, or $7.16\ \mu\Omega\,$cm. At 300 K the asymptote is $7.162/4=1.7905\ \mu\Omega\,$cm. Numerical integration gives $4J(1)=0.9465$, so

$$\rho(\Theta)=0.9465\times1.7905=1.695\ \mu\Omega\,\mathrm{cm}.$$

The curve lies 5.35% below its asymptote, relative to the asymptote. The temperature is not far above $\Theta$, yet the two are close, and the claim is false. The parameters $D$, $\rho_m$ and $n_e$ cancel in the ratio, so the same percentage holds for every metal described by this formula.

## Why the classical criterion misleads

At $T=\Theta$ the highest phonon mode has occupation $n=0.58$, whereas the classical value $k_BT/\hbar\omega$ is 1. Judged by occupation, that mode is far from classical. But the resistivity does not contain $n$ alone. It contains

$$E(x)=x^2n(n+1)=\frac{x^2}{(e^x-1)(1-e^{-x})}=\frac{(x/2)^2}{\sinh^2(x/2)},$$

where the last form follows from $(e^x-1)(1-e^{-x})=e^x+e^{-x}-2=4\sinh^2(x/2)$. For the same mode $E(1)=0.92$.

The difference comes from a cancellation. Continuing the Bose function to negative argument gives

$$n(-x)=\frac{1}{e^{-x}-1}=-\frac{e^x}{e^x-1}=-[n(x)+1].$$

The product $n(n+1)$ is therefore even in $x$, and $E$ has no correction linear in $\hbar\omega/k_BT$. The occupation alone does have one: $xn=1-x/2+\dots$. Physically, the factor $n+1$ belongs to emission and the second factor $n$ to the thermal window of electron states; their linear corrections have opposite signs.

Suppose $E$ were wrongly replaced by $xn$. Since $J=\int_0^zx^3E\,dx$, the ratio to the asymptote would become

$$\frac4{z^4}\int_0^zx^3\Big(1-\frac x2+\dots\Big)dx=1-\frac{2z}{5}+\dots$$

Numerically this gives 0.65 at $T=\Theta$, a deficit of 35%. When $z$ is doubled from 0.1 to 0.2, the wrong deficit grows by a factor 1.97, close to the 2 of a linear law, and the true deficit by 4.00, as for a quadratic law.

## The general statement and its proof

Let $R(z)=\rho/\rho_a=4J(z)/z^4$. For every $z=\Theta/T>0$,

$$1-\frac{z^2}{18}<R(z)<1-\frac{z^2}{18}+\frac{z^4}{480}.$$

**Proof.** Put $y=x/2$. From $\sinh^2y=(\cosh2y-1)/2$,

$$\sinh^2y=\sum_{j\ge1}a_jy^{2j},\qquad a_j=\frac{2^{2j-1}}{(2j)!},\qquad \frac{a_{j+1}}{a_j}=\frac{4}{(2j+2)(2j+1)}.$$

The first coefficients are $a_1=1$, $a_2=1/3$, $a_3=2/45$. For $j\ge2$ the ratio is at most $4/30=2/15$.

For the lower bound, consider

$$\Big(1-\frac{y^2}{3}\Big)\sinh^2y=y^2+\sum_{j\ge1}\Big(a_{j+1}-\frac{a_j}{3}\Big)y^{2j+2}.$$

The term $j=1$ vanishes. All later terms are negative, because $2/15<1/3$. The product is thus smaller than $y^2$, and division by $\sinh^2y$ gives $E>1-y^2/3=1-x^2/12$.

For the upper bound, multiply $\sinh^2y$ by $1-y^2/3+y^4/15$. The coefficient of $y^2$ is 1 and that of $y^4$ is $a_2-a_1/3=0$. The coefficient of $y^{2j+4}$ is

$$b_j=a_{j+2}-\frac{a_{j+1}}3+\frac{a_j}{15}.$$

For $j=1$ it is $(2-5+3)/45=0$. For $j\ge2$,

$$b_j>a_j\Big(\frac1{15}-\frac13\cdot\frac2{15}\Big)=\frac{a_j}{45}>0.$$

The product exceeds $y^2$, so $E<1-y^2/3+y^4/15=1-x^2/12+x^4/240$.

Multiply both bounds by $4x^3/z^4$ and integrate from 0 to $z$. The three terms give

$$\frac4{z^4}\frac{z^4}{4}=1,\qquad \frac{4}{z^4}\frac{z^6}{6\cdot12}=\frac{z^2}{18},\qquad \frac4{z^4}\frac{z^8}{8\cdot240}=\frac{z^4}{480},$$

which proves the statement. ∎

At $z=1$ the bounds are 0.9444 and 0.9466, rounded outward, so the deficit lies between 5.3% and 5.6% without any numerical integration. The smallness has two sources: the coefficient $1/12$ in $E$, and the mean of $(x/z)^2$ with weight $x^3$, which is $(1/6)/(1/4)=2/3$.

## How high is high enough

The lower bound says that the deficit is below $\delta$ whenever

$$T\ge\frac{\Theta}{\sqrt{18\,\delta}}.$$

For $\delta=1\%$ this gives $2.36\,\Theta$, and the numerical root is $2.35\,\Theta$. For 5% the two values are $1.05\,\Theta$ and $1.04\,\Theta$; for 10%, $0.75\,\Theta$ and $0.72\,\Theta$. A demand for one percent does require a temperature well above $\Theta$. A demand for five percent does not.

The result must not be stretched downward. In the model metal the deficit is 12% at 200 K, 19% at 150 K and 54% at 75 K. In the limit $T\ll\Theta$ the upper limit of $J$ may be replaced by infinity, since the integrand falls as $x^5e^{-x}$. Then $J$ is a constant, $\rho\propto T^5$, and $R\propto T^4$ tends to zero: the asymptote has lost all relation to the curve.

## Close to the line, but steeper

A small deficit does not mean that the slopes agree equally well or have errors of the same sign. Write $\rho=A\,T\,R(z)$ with $A=C/4\Theta$. Since $dz/dT=-z/T$,

$$\frac1A\frac{d\rho}{dT}=R-zR'(z).$$

Differentiating $R=4z^{-4}J$ with $J'(z)=z^3E(z)$ gives $zR'=-4R+4E(z)$, so

$$\frac1A\frac{d\rho}{dT}=5R(z)-4E(z)=1+\frac{z^2}{18}+\dots$$

The last form uses $-5/18+4/12=1/18$. At high temperature the curve is below its asymptote but steeper, as it must be if the gap is to close. At $T=\Theta$ the slope is 5.0% above $A$. The largest excess, 17%, occurs at $0.36\,\Theta$.

A straight line fitted to the model resistivity from 200 to 400 K reproduces it within about 0.7% of its value. Its slope is 5.2% above $A$, and it reaches zero resistivity at 31 K, not at 0 K. The curve is thus straight to good accuracy in this window, but not proportional to $T$.

For the phonon part of the model metal, this settles the opening decision. At 400 K the model resistivity is $2.314\ \mu\Omega\,$cm. Three simple estimates compare with it as follows:

- The asymptote gives $2.387\ \mu\Omega\,$cm, which is 3.2% too high.
- Scaling the 300 K value in proportion to $T$ gives $1.6946\times4/3=2.259\ \mu\Omega\,$cm, which is 2.4% too low.
- Extending the tangent at 300 K gives $1.6946+1.0496\times0.5968=2.321\ \mu\Omega\,$cm, which is 0.3% too high. Here $0.5968\ \mu\Omega\,$cm is the rise of the asymptote over 100 K.

At 300 K the last two are exact by construction, while the asymptote is 5.7% too high. If an error of about six percent is acceptable throughout the range, any of them will do. If not, the tangent is the best of the three. It should not be extended far below $\Theta$: at 150 K it is already 4.5% too high, and the integral should be used instead.

## What the five percent does not cover

The figure compares a model curve with its own asymptote. The errors of the three estimates at 400 K are likewise measured against the model curve, not against the resistivity of a real metal. The rigidly displaced distribution is a trial form, not the full solution of the Boltzmann equation. Letting the displacement depend on electron energy lowers the resistivity of the model metal by about 0.2% at 300 K, 1.6% at 150 K and 7% at 75 K, so the deficits become about 5.5%, 21% and 57%. The bounds are proved for the Bloch-Grüneisen formula, not for this fuller solution. Umklapp processes, transverse branches and a realistic phonon spectrum change the weight $x^3$, and with it the factor $2/3$: a weight $x$ gives a deficit of 4.0% at $T=\Theta$, and a single mode at $\hbar\omega=k_B\Theta$ gives 7.9%. Thermal expansion and anharmonicity make the coupling and the phonon frequencies depend on temperature, so that a real metal need not approach the line at all. The tabulated resistivity of pure copper rises by a factor of about 1.39 from 300 to 400 K, against 1.37 for the model metal, so proportional scaling is about 4% too low there.

In a narrow interconnect, impurities, surfaces and grain boundaries also scatter electrons. If their contribution is a constant added to $\rho$, the asymptote of the total no longer passes through the origin, and the error of proportional scaling changes. For the model metal, scaling the total from 300 to 400 K gives a value 2.4% too low without such a constant, the correct value for a constant of about $0.16\ \mu\Omega\,$cm, and a value 8% too high for $1\ \mu\Omega\,$cm. The bounds apply to the phonon part alone. The remaining values for the model metal are in the numerical output below.

## Computed results

```
Debye temperature: 300 K
Electron and ion density: 8.0e+28 m^-3
Mass density: 9000 kg/m^3
Deformation potential: 6.0 eV
Debye wave number: 1.6795e+10 m^-1
Fermi wave number: 1.3330e+10 m^-1
qD/(2 kF): 0.6300
Fermi energy: 6.770 eV
Sound speed: 2338.6 m/s
Prefactor C: 7.1619 microohm cm
Asymptotic slope: 0.005968 microohm cm/K
T (K), rho, asymptote (microohm cm), deficit (%)
   75  0.2062  0.4476  53.92
  100  0.3764  0.5968  36.94
  150  0.7227  0.8952  19.27
  200  1.0562  1.1937  11.52
  300  1.6946  1.7905  5.35
  400  2.3142  2.3873  3.06
  600  3.5317  3.5810  1.38
  900  5.3384  5.3714  0.61
Golden-rule integration: T (K), rho (microohm cm)
  90  0.3070
  300  1.6946
  600  3.5317
R at T = Theta: 0.946464
Lower bound there: 0.944444
Upper bound there: 0.946528
Asymptote above curve at Theta: 5.66 %
Top-mode occupation n at Theta: 0.5820
Top-mode x^2 n(n+1) at Theta: 0.9207
Number-only ratio at Theta: 0.6549
Deficit growth, z 0.1 to 0.2, true: 3.996
Same, number only: 1.972
Deficit (%), exact T/Theta, estimate 1/sqrt(18 deficit)
  1  2.349  2.357
  2  1.655  1.667
  5  1.036  1.054
  10  0.719  0.745
  20  0.489  0.527
Slope/asymptotic slope at Theta: 1.0496
Largest slope ratio: 1.1711
It occurs at T/Theta: 0.361
Tangent at Theta reaches zero at: 29.5 K
Fit 200-400 K, slope ratio: 1.0522
Fit reaches zero at: 30.6 K
Largest relative fit error: 0.70 %
```
